# Sigma Orbitals of an Octahedral AX6 Molecule from s and p

## The problem

An atom A sits at the origin, with six identical ligands X at equal distances along \(\pm x,\pm y,\pm z\). A contributes one s orbital and three p orbitals. Each ligand contributes one sigma orbital \(\chi_i\), directed along its link, with its positive lobe facing A. Pi orbitals of the ligands and d orbitals of A are left out. The ten orbitals are taken as real and orthonormal.

The energies of the separate orbitals are \(a_s\), \(a_p\) and \(a_X\). The Hamiltonian element between s and any one ligand orbital is \(b_s<0\). The positive lobe of \(p_x\) points to \(+x\), so its element with \(\chi_{+x}\) is \(b_p<0\), and its element with \(\chi_{-x}\) is \(-b_p\). Its elements with the other four ligands vanish, because reflection \(x\to-x\) reverses \(p_x\) and leaves those ligands unchanged. The same rules hold for \(p_y\) and \(p_z\). Ligands do not couple to one another at first.

Twelve electrons occupy these orbitals. In SF\(_6\) this is six valence electrons from sulfur and one sigma electron from each fluorine.

1. Which ligand combinations couple to A, and how many bonding, antibonding and ligand-only orbitals result?
2. What is the average bond order by counting,
\[
B=\frac{\text{filled bonding orbitals}-\text{filled antibonding orbitals}}{\text{number of links}}\,?
\]
3. What is the Wiberg index of one link, which also responds to how unequally the electrons are shared? With \(C_{\mu k}\) the coefficient of basis orbital \(\mu\) in molecular orbital \(k\), it is
\[
W=\sum_{\mu\in A}P_{\mu i}^2,\qquad
P_{\mu i}=2\sum_{k\,\text{filled}}C_{\mu k}C_{ik}.
\]

For numbers, take the round model parameters \(a_s=-16\), \(a_p=-9\), \(a_X=-14\), \(b_s=-3\) and \(b_p=-4\), all in eV.

## First estimate by scaling

Suppose a central orbital couples with strength \(b\) to \(k\) ligands. The normalized ligand combination that matches it in sign has coefficients of size \(1/\sqrt{k}\), so the coupling scales as
\[
|V|\sim k\,\frac{1}{\sqrt{k}}\,|b|=\sqrt{k}\,|b|.
\]
The s orbital reaches six ligands and each p orbital reaches two. This gives \(|V_s|\sim\sqrt6\times3=7.35\) eV and \(|V_p|\sim\sqrt2\times4=5.66\) eV.

Half the difference between central and ligand levels is 1 eV in size for s and 2.5 eV for p. Both are smaller than the couplings. If they are neglected, each central orbital shares a pair equally with its ligand partner, and the bonding level lies \(|V|\) below the mean of the two parent levels:
\[
E_s\approx-15-7.35=-22.35\ \text{eV},\qquad
E_p\approx-11.5-5.66=-17.16\ \text{eV}.
\]

Four central orbitals can form at most four such pairs. If all four form, the bond order is about \(4/6\). An equally shared pair, in the orbital \((\phi+L)/\sqrt2\), has density element \(2\times\tfrac12=1\) between its partners and adds 1 to the total index. The estimate for \(W\) is therefore also \(4/6\approx0.67\). It assumes that the four ligand partners are distinct and that the remaining electrons do no harm; the full solution must settle both points.

## Exact solution of the model

### Ligand combinations

Let \(L=\sum_i c_i\chi_i\). Its couplings to A follow from the elements given above:
\[
\langle s|H|L\rangle=b_s\sum_i c_i,\qquad
\langle p_x|H|L\rangle=b_p\,(c_{+x}-c_{-x}),
\]
and likewise for \(y\) and \(z\). A combination that does not couple to A must satisfy
\[
c_{+x}=c_{-x},\quad c_{+y}=c_{-y},\quad c_{+z}=c_{-z},\quad \sum_i c_i=0.
\]
The coefficient vectors of these four conditions are mutually orthogonal, so the conditions are independent. Six coefficients under four independent conditions leave a space of dimension \(6-4=2\).

The four combinations that do couple have the coefficient patterns of the conditions themselves. Writing \(x_\pm\) for \(\chi_{\pm x}\), and so on, the normalized combinations are
\[
L_s=\frac{x_++x_-+y_++y_-+z_++z_-}{\sqrt6},
\]
\[
L_x=\frac{x_+-x_-}{\sqrt2},\quad
L_y=\frac{y_+-y_-}{\sqrt2},\quad
L_z=\frac{z_+-z_-}{\sqrt2}.
\]
An orthonormal pair in the remaining space is
\[
L_1=\frac{2z_++2z_--x_+-x_--y_+-y_-}{\sqrt{12}},\qquad
L_2=\frac{x_++x_--y_+-y_-}{2}.
\]
The squared coefficients in the numerator of \(L_1\) add to \(4+4+1+1+1+1=12\), and those of \(L_2\) add to 4, which gives the denominators. The product of the two numerators is \(-1-1+1+1=0\).

The symmetry labels are \(a_{1g}\) for \(L_s\), which no operation of the octahedron changes, \(t_{1u}\) for \(L_x,L_y,L_z\), which transform like the three p orbitals, and \(e_g\) for the pair \(L_1,L_2\). A projection with all 48 operations, made in the numerical check, gives the same spaces, with dimensions 1, 3 and 2.

### Couplings and energies

Inserting the coefficients gives
\[
V_s=b_s\,\frac{6}{\sqrt6}=\sqrt6\,b_s,\qquad
V_p=b_p\left(\frac1{\sqrt2}+\frac1{\sqrt2}\right)=\sqrt2\,b_p.
\]
In \(V_p\) the second term is positive because both the element and the coefficient change sign at \(-x\). All other couplings vanish: the coefficients of \(L_x\) sum to zero, those of \(L_s\) are equal at \(\pm x\), and \(p_x\) does not see the ligands in \(L_y\) or \(L_z\). The ten-orbital problem thus separates into four two-level problems and two uncoupled levels at \(a_X\).

For one two-level problem, let \(\phi\) be the central orbital, \(a_A\) its energy, \(L\) its partner and \(V<0\) their coupling. Define
\[
m=\frac{a_A+a_X}{2},\qquad d=\frac{a_A-a_X}{2},\qquad R=\sqrt{d^2+V^2}.
\]
Then \(a_A=m+d\) and \(a_X=m-d\), and the secular equation is
\[
(m+d-E)(m-d-E)-V^2=(m-E)^2-d^2-V^2=0,
\]
so
\[
E_\mp=m\mp R.
\]
Since \(V\ne0\), \(R>|d|\). The lower level therefore lies below both parents and the upper level above both.

Write the lower orbital as \(\cos\theta\,\phi+\sin\theta\,L\). The first row of the eigenvalue equation, with \(E=m-R\), is
\[
(d+R)\cos\theta+V\sin\theta=0
\quad\Rightarrow\quad
\tan\theta=\frac{R+d}{|V|}>0.
\]
The two parts have the same sign, so this orbital is bonding. The orthogonal upper orbital, \(-\sin\theta\,\phi+\cos\theta\,L\), has opposite signs and is antibonding. Using \(V^2=(R-d)(R+d)\),
\[
\cos^2\theta=\frac{V^2}{V^2+(R+d)^2}
=\frac{R-d}{(R-d)+(R+d)}=\frac{R-d}{2R},
\]
and hence
\[
\sin^2\theta=\frac{R+d}{2R},\qquad
2\sin\theta\cos\theta=\frac{\sqrt{R^2-d^2}}{R}=\frac{|V|}{R}.
\]

### Filling and bond order

There are four bonding orbitals, two ligand-only orbitals and four antibonding orbitals. Every bonding level lies below \(a_X\), the \(e_g\) pair lies at \(a_X\), and every antibonding level lies above it. Twelve electrons therefore fill the four bonding orbitals and the \(e_g\) pair:
\[
B=\frac{4-0}{6}=\frac23.
\]

Eight electrons occupy orbitals that contain A, and four occupy orbitals that do not. Six links with twelve electrons thus need no more than four orbitals on A. The four bonding pairs are spread over all six links; no link is singled out as missing a bond.

### Wiberg index

A filled bonding orbital has central occupation
\[
n=2\cos^2\theta=1-\frac dR.
\]
The density element between s and one ligand is \(2\sin\theta\cos\theta\) times the ligand's coefficient \(1/\sqrt6\) in \(L_s\). For \(p_x\) and \(\chi_{\pm x}\) the coefficient is \(\pm1/\sqrt2\). Therefore
\[
P_{s,i}=\frac{|V_s|}{\sqrt6\,R_s},\qquad
P_{p_x,\pm x}=\pm\frac{|V_p|}{\sqrt2\,R_p}.
\]
Each ligand has a density element with s and with one p orbital, and the \(e_g\) orbitals add nothing. Squaring and adding,
\[
W=\frac{V_s^2}{6R_s^2}+\frac{V_p^2}{2R_p^2}\le\frac16+\frac12=\frac23.
\]
Equality requires \(d_s=d_p=0\), that is, matched central and ligand levels.

The ceiling does not depend on octahedral symmetry. For doubly filled orthonormal orbitals, \(P/2\) is a projector, so \(P^2=2P\). The block of this equation belonging to A reads
\[
P_{AA}^2+P_{AX}P_{XA}=2P_{AA}.
\]
The trace of \(P_{AX}P_{XA}\) is the sum of the indices of all links. If \(n_j\) are the eigenvalues of \(P_{AA}\),
\[
\sum_{\text{links}}W=\sum_j n_j(2-n_j)=\sum_j\left[1-(1-n_j)^2\right]\le4
\]
for four central orbitals, or at most \(2/3\) per link on average. This holds for a closed-shell single determinant in a real orthonormal basis.

### Numbers

For s, \(d_s=(-16+14)/2=-1\) eV and \(V_s^2=6\times9=54\) eV\(^2\), so \(R_s=\sqrt{55}=7.416\) eV. For p, \(d_p=(-9+14)/2=2.5\) eV and \(V_p^2=2\times16=32\) eV\(^2\), so \(R_p=\sqrt{38.25}=6.185\) eV. The levels are
\[
a_{1g}:\ -15\mp7.416=-22.416,\ -7.584\ \text{eV},
\]
\[
t_{1u}:\ -11.5\mp6.185=-17.685,\ -5.315\ \text{eV},
\]
with \(e_g\) at \(-14\) eV. The occupations are \(n_s=1+1/7.416=1.135\) and \(n_p=1-2.5/6.185=0.596\). A holds \(1.135+3\times0.596=2.92\) electrons. If neutral A supplies six, its charge is \(+3.08\,e\). The index is
\[
W=\frac{54}{6\times55}+\frac{32}{2\times38.25}=0.164+0.418=0.582.
\]

## Comparison of estimate and solution

| Quantity | Estimate | Solution |
|---|---:|---:|
| \(a_{1g}\) bonding level (eV) | −22.35 | −22.42 |
| \(t_{1u}\) bonding level (eV) | −17.16 | −17.68 |
| Bond order by counting | 0.667 | 0.667 |
| Wiberg index | 0.667 | 0.582 |

The scaling of the couplings is right, including its factors, because all ligands reached by a given central orbital couple to it with equal strength. The energy error comes from neglecting \(d\). For \(|d|\ll|V|\),
\[
R-|V|\approx\frac{d^2}{2|V|},
\]
which is 0.07 eV for s and 0.55 eV for p. The exact differences \(R-|V|\), before rounding, are 0.07 and 0.53 eV.

The estimated index is about 15% above the solution, relative to the solution. Unequal sharing reduces each contribution by the fraction \(d^2/R^2\): \(1/55\), or 2%, for s, and \(6.25/38.25\), or 16%, for p. The count does not register this. If \(|d|\) grows without limit at fixed \(V\), \(W\) tends to zero while \(B\) stays at \(2/3\). The counted bond order therefore describes how orbitals are filled; it measures neither electron sharing nor bond energy.

## When ligands couple to one another

Let neighbouring ligands at right angles couple by \(g_c\) and opposite ligands by \(g_t\). Each ligand has four neighbours of the first kind and one of the second. In \(L_s\) all coefficients are equal, so its energy becomes \(a_X+4g_c+g_t\). In \(L_x\) the contributions of \(x_+\) and \(x_-\) cancel at every right-angle neighbour, while the opposite ligand has the opposite sign, giving \(a_X-g_t\). In \(L_2\), the right-angle neighbours of \(x_+\) have coefficients that sum to \(-2\) times its own, and the opposite ligand has the same coefficient. The energy is \(a_X-2g_c+g_t\), and \(L_1\) has the same energy by symmetry.

With \(g_c=-0.5\) and \(g_t=-0.1\) eV, the \(e_g\) level is \(-14+1.0-0.1=-13.1\) eV. These orbitals still contain nothing of A, but on balance they are now antibonding between neighbouring ligands: the filled pair gives a density element of \(-1/3\) between any two ligands at right angles. "Ligand-only" is thus a safer name than "nonbonding". The lowest antibonding A–X level is at \(-8.70\) eV, so the filling and \(B=2/3\) survive. They would fail if \(e_g\) rose above that level. The index becomes 0.588, slightly larger than before, because the shifted ligand levels, \(-16.1\) eV for \(a_{1g}\) and \(-13.9\) eV for \(t_{1u}\), lie closer to their central partners.

## What the model leaves out: SF\(_6\)

A restricted Hartree–Fock calculation in the STO-3G basis, at a chosen S–F distance of 1.56 Å, gives sulfur s and p functions but no d functions. The overlaps of one inward fluorine 2p orbital with sulfur 3s and 3p are 0.182 and 0.247. With the coefficients of \(L_s\) and \(L_x\), the group overlaps are 0.445 and 0.349, larger by \(\sqrt6\) and \(\sqrt2\), as the construction requires. The fluorine orbitals overlap one another slightly (0.013 at right angles), so \(L_s\) has squared norm 1.05 here; normalizing it lowers the first value to 0.434 and leaves the second at 0.349. Each \(e_g\) sigma combination holds 2.00 electrons.

After Löwdin orthogonalization, the sulfur block of \(P\) has nine eigenvalues, one for each sulfur function. The basis has 39 functions and 35 orbitals are filled, so only four are empty. The matrix \(2\cdot\mathbf{1}-P\), with \(\mathbf{1}\) the unit matrix, then has rank four, and at most four eigenvalues of the sulfur block differ from 2. The other five give \(n(2-n)=0\), so the four-orbital ceiling applies. The four valence eigenvalues are 1.307 once and 0.966 three times. The general formula gives a total index of
\[
\left[1-(0.307)^2\right]+3\left[1-(0.034)^2\right]\approx3.90,
\]
or 0.65 per link, just below the ceiling of \(2/3\). This index includes sharing that the sigma model omits: of the 0.65, the inward fluorine 2p orbitals give 0.53, fluorine 2s gives 0.06 and the fluorine pi orbitals give 0.06.

Adding one d shell to sulfur, a single Gaussian with the chosen exponent 0.65 bohr\(^{-2}\), changes the Löwdin numbers. The \(d_{z^2}\) and \(d_{x^2-y^2}\) functions have \(e_g\) symmetry and can couple to \(L_1\) and \(L_2\). Their Löwdin population is 0.90 electrons in total. With the whole d shell present the index rises to 1.01 per link; since the index is a sum over sulfur functions, it can be split, giving 0.65 from s and p, 0.23 from the two \(e_g\) d functions and 0.13 from the other three d functions, which share pi electrons with fluorine. The four-orbital ceiling no longer applies, since sulfur now has more than four valence orbitals.

The energy falls by 16.8 eV, but this is not a d-bond energy: an added function can also repair defects of a very small basis, and the calculation does not separate the two effects. All these numbers depend strongly on the basis: with d exponents of 0.4 and 1.0 bohr\(^{-2}\), the \(e_g\) d population is 1.29 and 0.49, the index is 1.21 and 0.84, and the energy falls by 18.7 and 11.8 eV. They depend as strongly on how the basis is orthogonalized. With natural atomic orbitals in place of Löwdin orbitals, the calculation with exponent 0.65 gives an \(e_g\) d population of 0.21 and an index of 0.76. In the larger cc-pVDZ basis the Löwdin index is 1.18, with about 1.0 electron in the \(e_g\) d functions. In natural atomic orbitals the index is 0.65 to 0.66, depending on whether the functions beyond the minimal basis are orthogonalized without or with occupancy weights, with 0.11 electrons in the \(e_g\) d functions. The Mulliken partition lies nearer the Löwdin one, with \(e_g\) d populations of 0.69 for exponent 0.65 and 0.83 in cc-pVDZ. The d population is thus set largely by the partition chosen, and a large Löwdin value does not by itself show large d participation in the bonds. Nor does the ceiling follow from the absence of d alone: the 6-31G basis has no d functions but two sets of valence s and p functions on sulfur, and its Löwdin index is 0.83, although in natural atomic orbitals the same calculation gives 0.62, below the ceiling. Electron correlation is also absent. The value \(2/3\) is therefore a result for a central atom restricted to one s and three p valence orbitals, not a measured property of SF\(_6\).

## Numbers as computed

```
ligand combinations a1g, eg, t1u: 1 2 3
model levels a_s, a_p, a_X: -16.0 -9.0 -14.0 eV
single-link couplings b_s, b_p: -3.0 -4.0 eV
group couplings V_s, V_p: -7.348 -5.657 eV
-- X-X couplings cis, trans: 0.0 0.0 eV
bonding, ligand-only, antibonding orbitals: 4 2 4
a1g bonding, antibonding: -22.416 -7.584 eV
t1u bonding, antibonding: -17.685 -5.315 eV
eg level: -14.000 eV
occupation of s, of each p: 1.1348 0.5958 electrons
electrons on A: 2.9222; charge of A: 3.0778 e
bond order by counting: 0.6667
Wiberg index per link: 0.5819
-- X-X couplings cis, trans: -0.5 -0.1 eV
bonding, ligand-only, antibonding orbitals: 4 2 4
a1g bonding, antibonding: -23.399 -8.701 eV
t1u bonding, antibonding: -17.615 -5.285 eV
eg level: -13.100 eV
occupation of s, of each p: 0.9932 0.6026 electrons
electrons on A: 2.8009; charge of A: 3.1991 e
bond order by counting: 0.6667
Wiberg index per link: 0.5877
-- Wiberg index per link, matched levels: 0.6667
largest total index in 500 random models: 3.469
-- SF6, RHF/STO-3G, S-F distance: 1.56 angstrom
one-link overlap 3s-2p, 3p-2p: 0.1816 0.2468
group overlap a1g, t1u: 0.4448 0.3490
occupation of each eg 2p-sigma: 2.0000 electrons
sulfur valence occupations: 0.9663 0.9663 0.9663 1.3065
total index, valence part: 3.9026
total index, core part: -0.0000
index per S-F link, s and p only: 0.6504
-- SF6 with one d shell (exponent 0.65 bohr^-2) on S
electrons in the two eg d orbitals: 0.9012
index per S-F link, with d: 1.0134
energy lowering by the d shell: 16.76 eV
```
